# Spin flips from a triplet and full CI in minimal-basis H2

Two electrons move in the field of two fixed protons. Each atom carries one basis function, \(\chi_a\) or \(\chi_b\), both real and with overlap \(S\). Inversion symmetry fixes the two orthonormal molecular orbitals:

\[
g=\frac{\chi_a+\chi_b}{\sqrt{2(1+S)}},\qquad u=\frac{\chi_a-\chi_b}{\sqrt{2(1-S)}} .
\]

Hartree atomic units are used. The operator \(a^\dagger_{p\sigma}\) creates an electron in orbital \(p\) with spin \(\sigma=\alpha,\beta\), and operators for different spin orbitals anticommute. The Hamiltonian does not act on spin:

\[
H=V_{nn}+\sum_{pq\sigma}h_{pq}\,a^\dagger_{p\sigma}a_{q\sigma}
+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.
\]

Here \(V_{nn}\) is the nuclear repulsion, \(h_{pq}\) contains kinetic energy and nuclear attraction, and \((pq|rs)\) is the Coulomb interaction between the charge distributions \(pq\) and \(rs\). A bar marks \(\beta\) spin, and the order of the operators fixes the sign of a determinant:

\[
|p\,\bar q\rangle=a^\dagger_{p\alpha}a^\dagger_{q\beta}|0\rangle .
\]

The reference is the high-spin triplet determinant, with \(M_s=1\):

\[
|T\rangle=a^\dagger_{g\alpha}a^\dagger_{u\alpha}|0\rangle .
\]

A single spin flip \(i\to\bar a\) is the operator \(a^\dagger_{a\beta}a_{i\alpha}\). It removes an \(\alpha\) electron from orbital \(i\) and puts a \(\beta\) electron into orbital \(a\), where \(a=i\) is allowed. Spin-flip configuration interaction singles (SF-CIS) diagonalizes \(H\) among the states obtained by applying all such operators to \(|T\rangle\). Full configuration interaction (full CI) diagonalizes \(H\) among all determinants that the orbitals permit.

## (a) Which determinants do the flips produce?

Count the determinants with \(M_s=0\). Then apply every single spin flip to \(|T\rangle\), keeping the signs.

**Solution.** For \(M_s=0\) there is one \(\alpha\) and one \(\beta\) electron. Each can occupy either orbital independently of the other, so there are \(2\times2=4\) determinants: \(|g\bar g\rangle\), \(|g\bar u\rangle\), \(|u\bar g\rangle\) and \(|u\bar u\rangle\).

If the electron is removed from \(g\), the annihilator meets its partner at once:

\[
a^\dagger_{a\beta}a_{g\alpha}\,a^\dagger_{g\alpha}a^\dagger_{u\alpha}|0\rangle
=a^\dagger_{a\beta}a^\dagger_{u\alpha}|0\rangle=-|u\,\bar a\rangle .
\]

The minus sign comes from restoring the order "\(\alpha\) first". If the electron is removed from \(u\), the annihilator must first pass \(a^\dagger_{g\alpha}\), which gives one minus sign, and restoring the order gives another:

\[
a^\dagger_{a\beta}a_{u\alpha}\,a^\dagger_{g\alpha}a^\dagger_{u\alpha}|0\rangle
=-a^\dagger_{a\beta}a^\dagger_{g\alpha}|0\rangle=+|g\,\bar a\rangle .
\]

With \(a=g\) and \(a=u\) the four results are

\[
\begin{aligned}
g\to\bar g:&\ -|u\bar g\rangle, & g\to\bar u:&\ -|u\bar u\rangle,\\
u\to\bar g:&\ +|g\bar g\rangle, & u\to\bar u:&\ +|g\bar u\rangle .
\end{aligned}
\]

Every \(M_s=0\) determinant appears once. The two flips that change the orbital give the closed-shell determinants. The two that keep the orbital give the open-shell ones, so leaving out the same-orbital flips would lose half of the space.

## (b) What does this imply for the energies?

Compare the SF-CIS eigenvalues with those of full CI. Consider also the determinants with \(M_s=\pm1\), and a different choice of orthonormal orbitals.

**Solution.** Since \(H\) conserves the number of electrons of each spin, it has no matrix elements between different \(M_s\). The full-CI matrix therefore splits into separate \(M_s\) blocks.

Let \(\mathbf H_0\) be the \(4\times4\) block with \(M_s=0\) in the determinant basis, and let the columns of \(\mathbf V\) hold the flipped states in that basis. By part (a), \(\mathbf V\) only reorders the determinants and changes some signs, so \(\mathbf V^{T}\mathbf V=\mathbf 1\) and \(\mathbf V\) is square. The SF-CIS matrix is

\[
\mathbf M=\mathbf V^{T}\mathbf H_0\mathbf V .
\]

This is an orthogonal change of basis, so \(\mathbf M\) and \(\mathbf H_0\) have the same eigenvalues and describe the same eigenstates. SF-CIS is full CI in the \(M_s=0\) sector.

The complete two-electron space has two further determinants, with both spins up or both down. Each is alone in its block. Because \(H\) is independent of spin, it commutes with the spin-lowering operator, so the three components of a triplet share one energy. The \(M_s=\pm1\) determinants thus repeat an energy already present at \(M_s=0\), and SF-CIS gives every distinct full-CI energy.

The choice of orbitals is immaterial. Let \(g'=cg+su\) and \(u'=-sg+cu\), with \(c^2+s^2=1\). A product of two equal creation operators vanishes, so

\[
a^\dagger_{g'\alpha}a^\dagger_{u'\alpha}
=c^2a^\dagger_{g\alpha}a^\dagger_{u\alpha}-s^2a^\dagger_{u\alpha}a^\dagger_{g\alpha}
=(c^2+s^2)\,a^\dagger_{g\alpha}a^\dagger_{u\alpha}.
\]

The reference is unchanged, and its flips span the same four-dimensional space.

"Full" refers to the two given orbitals. The result is not the exact energy of the molecule, because a minimal basis leaves out most of the freedom of the electrons.

## (c) What is the SF-CIS matrix element?

Derive the matrix element between two flipped states. Allow \(M\ge2\) real orthonormal orbitals, with the reference occupying orbitals 1 and 2. Then express it through the Fock matrices of the reference.

**Solution.** First let \(H\) act on \(|q\bar b\rangle\). The one-electron part moves one electron at a time:

\[
\sum_r h_{rq}|r\bar b\rangle+\sum_r h_{rb}|q\bar r\rangle .
\]

In the two-electron part, terms with \(\sigma=\tau\) vanish, since they try to remove two electrons of equal spin. For \(\sigma=\alpha\), \(\tau=\beta\),

\[
a^\dagger_{r\alpha}a^\dagger_{t\beta}a_{v\beta}a_{s\alpha}\,a^\dagger_{q\alpha}a^\dagger_{b\beta}|0\rangle
=\delta_{sq}\delta_{vb}\,|r\bar t\rangle .
\]

The case \(\sigma=\beta\), \(\tau=\alpha\) gives the same sum after renaming indices, which cancels the factor \(\tfrac12\). Projection on \(\langle p\bar a|\) yields

\[
\langle p\bar a|H|q\bar b\rangle
=\delta_{pq}\delta_{ab}V_{nn}+\delta_{ab}h_{pq}+\delta_{pq}h_{ab}+(pq|ab). \tag{1}
\]

There is no exchange term, because the electrons have opposite spins.

Let \(i'\) be the reference orbital that keeps its \(\alpha\) electron, so \(1'=2\) and \(2'=1\). The argument of part (a) shows that the flip \(i\to\bar a\) gives \(\eta_i|i'\bar a\rangle\), with \(\eta_1=-1\) and \(\eta_2=+1\). Therefore

\[
M_{ia,jb}=\eta_i\eta_j\,\langle i'\bar a|H|j'\bar b\rangle . \tag{2}
\]

The Fock matrices of the reference are

\[
F^\beta_{pq}=h_{pq}+\sum_{k=1}^{2}(pq|kk),\qquad
F^\alpha_{pq}=F^\beta_{pq}-\sum_{k=1}^{2}(pk|kq).
\]

A \(\beta\) electron feels no exchange with the two \(\alpha\) electrons. The reference energy is \(E_T=V_{nn}+h_{11}+h_{22}+(11|22)-(12|12)\).

For \(i=j\), equations (1) and (2) give

\[
M_{ia,ib}=\delta_{ab}(V_{nn}+h_{i'i'})+h_{ab}+(i'i'|ab).
\]

In \(F^\alpha_{ii}\) the self-repulsion \((ii|ii)\) cancels against its exchange counterpart, leaving \(F^\alpha_{ii}=h_{ii}+(11|22)-(12|12)\). Hence \(V_{nn}+h_{i'i'}=E_T-F^\alpha_{ii}\). Also \(h_{ab}+(i'i'|ab)=F^\beta_{ab}-(ii|ab)\), because \(F^\beta\) contains the repulsion from both orbitals.

For \(i\ne j\), we have \(\eta_i\eta_j=-1\), \(i'=j\) and \(j'=i\), so

\[
M_{ia,jb}=-\delta_{ab}h_{ij}-(ij|ab).
\]

Here \(h_{ij}=F^\alpha_{ij}\), since the two-electron terms cancel:

\[
F^\alpha_{12}=h_{12}+(12|11)+(12|22)-(11|12)-(12|22)=h_{12}.
\]

Both cases are contained in one formula:

\[
M_{ia,jb}=\delta_{ij}\delta_{ab}E_T+\delta_{ij}F^\beta_{ab}-\delta_{ab}F^\alpha_{ij}-(ij|ab). \tag{3}
\]

On the diagonal, the terms are the reference energy, the energy change \(F^\beta_{aa}\) on adding a \(\beta\) electron to the reference, the energy change \(-F^\alpha_{ii}\) on removing an \(\alpha\) electron from it (positive when \(F^\alpha_{ii}<0\)), and the attraction \(-(ii|aa)\) between the added electron and the hole. The derivation did not assume that the Fock matrices are diagonal.

## (d) What are the four energies and spins for H2?

Write the matrix for the orbitals \(g\) and \(u\), diagonalize it, and find the spin of each state.

**Solution.** An integral with an odd number of \(u\) factors changes sign under inversion and must vanish. With \(h_g=h_{gg}\) and \(h_u=h_{uu}\), the remaining integrals are \(J_{gg}=(gg|gg)\), \(J_{uu}=(uu|uu)\), \(J_{gu}=(gg|uu)\) and \(K=(gu|gu)\). The last is positive, being the Coulomb self-interaction of the real distribution \(gu\). Equation (1) gives the diagonal elements:

\[
\begin{aligned}
A&=\langle g\bar g|H|g\bar g\rangle=2h_g+J_{gg}+V_{nn},\\
B&=\langle u\bar u|H|u\bar u\rangle=2h_u+J_{uu}+V_{nn},\\
D&=\langle g\bar u|H|g\bar u\rangle=\langle u\bar g|H|u\bar g\rangle=h_g+h_u+J_{gu}+V_{nn}.
\end{aligned}
\]

Since \(E_T=h_g+h_u+J_{gu}-K+V_{nn}\), we have \(D=E_T+K\). The nonzero couplings are \(\langle g\bar g|H|u\bar u\rangle=K\) and \(\langle g\bar u|H|u\bar g\rangle=K\). Each connects flips with opposite \(\eta\), so it enters as \(-K\). In the order \(g\to\bar g\), \(g\to\bar u\), \(u\to\bar g\), \(u\to\bar u\),

\[
\mathbf M=\begin{pmatrix}
D&0&0&-K\\
0&B&-K&0\\
0&-K&A&0\\
-K&0&0&D
\end{pmatrix}.
\]

The outer block has eigenvectors \((1,1)/\sqrt2\) and \((1,-1)/\sqrt2\), with energies

\[
D-K=E_T,\qquad D+K=E_T+2K .
\]

The inner block requires \((A-E)(B-E)-K^2=0\), that is, \(E^2-(A+B)E+AB-K^2=0\). Because \((A+B)^2-4AB=(A-B)^2\),

\[
E_\pm=\frac{A+B}{2}\pm\sqrt{\Big(\frac{A-B}{2}\Big)^2+K^2}. \tag{4}
\]

For the spins, use \(S^2=S_-S_++S_z(S_z+1)\), which reduces to \(S_-S_+\) when \(M_s=0\), with \(S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta}\) and \(S_-=S_+^\dagger\). Acting on \(|p\bar p\rangle\), \(S_+\) would put two \(\alpha\) electrons into one orbital, so the result is zero. Both states \(E_\pm\) are singlets. For the open-shell determinants,

\[
S_+|g\bar u\rangle=|T\rangle,\qquad S_+|u\bar g\rangle=-|T\rangle .
\]

The sum \(|g\bar u\rangle+|u\bar g\rangle\) is annihilated and is a singlet. It is the eigenvector \((1,-1)\) up to an overall sign, with energy \(E_T+2K\). The difference \(|g\bar u\rangle-|u\bar g\rangle\) equals \(S_-|T\rangle\), the sum of the two same-orbital flips. It is the \(M_s=0\) triplet, and its energy is \(E_T\), as degeneracy demands.

## (e) How large are the energies at 1.4 bohr?

Evaluate the result in the STO-3G basis. Compare it with ordinary CIS, which uses \(|g\bar g\rangle\) and its spin-conserving single excitations.

**Solution.** The computed integrals, in hartree, are \(h_g=-1.252797\), \(h_u=-0.475602\), \(J_{gg}=0.674594\), \(J_{uu}=0.697495\), \(J_{gu}=0.663564\), \(K=0.181258\) and \(V_{nn}=0.714286\). Sums of these rounded numbers can differ by one unit in the last digit from the values below:

\[
\begin{aligned}
A&=2(-1.252797)+0.674594+0.714286=-1.116714,\\
B&=2(-0.475602)+0.697495+0.714286=0.460576,\\
D&=-1.252797-0.475602+0.663564+0.714286=-0.350550.
\end{aligned}
\]

The open-shell energies are \(D-K=-0.531808\) for the triplet and \(D+K=-0.169292\) for the singlet. For the closed-shell block,

\[
E_\pm=-0.328069\pm\sqrt{0.788645^2+0.181258^2}=-0.328069\pm0.809207,
\]

so \(E_-=-1.137276\) and \(E_+=0.481138\) hartree. A separate full-CI calculation with explicit creation and annihilation matrices gives the same four energies; the largest difference is \(8.9\times10^{-16}\) hartree, which is rounding error.

Let \(c_{gg}\) and \(c_{uu}\) be the ground-state coefficients of the flips \(u\to\bar g\) and \(g\to\bar u\). The third row of the eigenvalue equation for \(\mathbf M\) is the relevant one, and \((A-E_-)c_{gg}-Kc_{uu}=0\) gives

\[
\frac{c_{uu}}{c_{gg}}=\frac{A-E_-}{K}=\frac{0.020562}{0.181258}=0.1134 ,
\]

in the phases of the flipped states. The weight of \(|u\bar u\rangle\) is \(0.1134^2/(1+0.1134^2)=0.0127\). In the determinant phases the state is proportional to \(|g\bar g\rangle-0.1134\,|u\bar u\rangle\).

Ordinary CIS contains \(|g\bar g\rangle\), \(|u\bar g\rangle\) and \(|g\bar u\rangle\). The missing \(|u\bar u\rangle\) is a double excitation from \(|g\bar g\rangle\), although it is a single flip from \(|T\rangle\). Symmetry forbids coupling between \(|g\bar g\rangle\) and the two singles, so CIS leaves the ground-state energy at \(A\), the restricted Hartree–Fock (RHF) value. This lies 0.020562 hartree, or 0.56 eV, above full CI in the same basis. The difference is not converged with respect to the basis: in aug-cc-pVTZ it is 0.040 hartree, about twice as large.

The triplet lies 0.6055 hartree, or 16.48 eV, above the ground state. This gap belongs to the minimal basis and is not a prediction for the real molecule: at the same distance, full CI gives 10.7 eV in 6-31G and 10.6 eV in aug-cc-pVTZ, about 6 eV less.

## (f) What happens when the bond is stretched?

Explain how \(|g\bar g\rangle\), the SF-CIS ground state and \(|T\rangle\) behave at large separation.

**Solution.** When the overlap is negligible, \(g=(\chi_a+\chi_b)/\sqrt2\) and \(u=(\chi_a-\chi_b)/\sqrt2\). Expanding the determinants gives

\[
\begin{aligned}
|g\bar g\rangle&=\tfrac12\big(|a\bar a\rangle+|a\bar b\rangle+|b\bar a\rangle+|b\bar b\rangle\big),\\
|u\bar u\rangle&=\tfrac12\big(|a\bar a\rangle-|a\bar b\rangle-|b\bar a\rangle+|b\bar b\rangle\big).
\end{aligned}
\]

Half of the weight of \(|g\bar g\rangle\) is ionic, with both electrons on one atom, however far apart the atoms are. The combination

\[
\frac{|g\bar g\rangle-|u\bar u\rangle}{\sqrt2}=\frac{|a\bar b\rangle+|b\bar a\rangle}{\sqrt2}
\]

has one electron on each atom. It needs both closed-shell determinants with equal weight. The reference has no such difficulty:

\[
|T\rangle=\tfrac12(a^\dagger_{a\alpha}+a^\dagger_{b\alpha})(a^\dagger_{a\alpha}-a^\dagger_{b\alpha})|0\rangle
=-a^\dagger_{a\alpha}a^\dagger_{b\alpha}|0\rangle .
\]

It already places one electron on each atom. The computed energies in hartree show the change:

| \(R\) (bohr) | \(A\) | SF-CIS | triplet | weight of \(u\bar u\) |
|---|---|---|---|---|
| 1.4 | −1.1167 | −1.1373 | −0.5318 | 0.013 |
| 2.5 | −0.9658 | −1.0305 | −0.8604 | 0.081 |
| 4.0 | −0.7611 | −0.9438 | −0.9273 | 0.322 |
| 8.0 | −0.6100 | −0.9332 | −0.9332 | 0.497 |

Two separate hydrogen atoms have energy −0.9332 hartree in this basis. At 8 bohr SF-CIS agrees with this to the digits shown, while the single determinant \(|g\bar g\rangle\) lies 0.323 hartree too high. At all four distances the SF-CIS and full-CI energies coincide.

## (g) Does the equality survive in a larger basis?

Repeat the counting for \(M\) orbitals and examine the consequences for energy and spin.

**Solution.** Full CI with \(M_s=0\) has \(M\) choices for each electron, hence \(M^2\) determinants. After a flip, the remaining \(\alpha\) electron is still in orbital 1 or 2, while the \(\beta\) electron may be in any orbital. There are \(2M\) such determinants. For \(M\ge2\),

\[
M^2-2M=M(M-2),
\]

which vanishes only at \(M=2\). For \(M>2\), SF-CIS is a variational calculation in a smaller space, so its lowest energy cannot lie below that of full CI.

The spin can also fail. For \(a>2\), the space contains \(|1\bar a\rangle\) but not its spin-exchanged partner \(|a\bar1\rangle\). As in part (d), a singlet needs both with equal coefficients. A state that uses \(|1\bar a\rangle\) alone is a mixture of singlet and triplet.

The 6-31G basis gives \(M=4\), and hence 8 flipped states against 16 determinants. With orbitals from a restricted open-shell Hartree–Fock calculation on the triplet at 1.4 bohr, the ground-state energies are

\[
E_{\text{SF-CIS}}=-1.133755,\qquad E_{\text{full CI}}=-1.151679\ \text{hartree}.
\]

SF-CIS is too high by 0.017924 hartree, or 0.49 eV, relative to full CI in the same basis. Its \(\langle S^2\rangle\) is 0.0116 instead of zero, which equals the weight of the determinants with \(a>2\) in this state. Both numbers depend on the basis and on the distance. At 1.4 bohr in aug-cc-pVTZ they grow to 0.038 hartree and 0.021. In 6-31G the energy error falls to 0.0008 hartree at 4 bohr and below \(10^{-6}\) hartree at 8 bohr, and \(\langle S^2\rangle\) falls to 0.0006 at 4 bohr.

The 6-31G SF-CIS energy also lies above the STO-3G value of −1.137276 hartree, although the basis is larger. This does not contradict the variational principle, which orders two energies when one trial space contains the other. Here neither SF-CIS space contains the other: the two bases use different functions, and in 6-31G the \(\alpha\) electron is confined to two orbitals optimized for the triplet.

## Values computed for the example and the checks

```
M=2: spin flips 4, Ms=0 determinants 4
H2, STO-3G, R = 1.4 bohr; energies in hartree
h_g = -1.252797, h_u = -0.475602, V_nn = 0.714286
J_gg = 0.674594, J_uu = 0.697495
J_gu = 0.663564, K = 0.181258
A = -1.116714, B = 0.460576, (B-A)/2 = 0.788645
(A+B)/2 = -0.328069, square root = 0.809207
triplet reference E_T = -0.531808, E_T+K = -0.350550
SF-CIS matrix (hartree), flips g->g, g->u, u->g, u->u:
   -0.350550   0.000000   0.000000  -0.181258
    0.000000   0.460576  -0.181258   0.000000
    0.000000  -0.181258  -1.116714   0.000000
   -0.181258   0.000000   0.000000  -0.350550
state: SF-CIS, full CI (hartree), <S^2>
  0: -1.137276, -1.137276, 0.000
  1: -0.531808, -0.531808, 2.000
  2: -0.169292, -0.169292, 0.000
  3: 0.481138, 0.481138, 0.000
largest SF-CIS/full-CI difference = 8.9e-16 hartree
ordinary CIS: determinants 3, lowest = -1.116714 hartree
RHF minus full CI = 0.020562 hartree = 0.5595 eV
triplet minus ground = 0.605468 hartree = 16.4756 eV
two separate STO-3G H atoms = -0.933164 hartree
R (bohr): closed-shell A, SF-CIS, full CI, triplet (hartree); weights gg, uu
  1.4: -1.116714, -1.137276, -1.137276, -0.531808; 0.9873, 0.0127
  2.5: -0.965794, -1.030474, -1.030474, -0.860389; 0.9190, 0.0810
  4.0: -0.761082, -0.943778, -0.943778, -0.927332; 0.6780, 0.3220
  8.0: -0.610039, -0.933166, -0.933166, -0.933163; 0.5026, 0.4974
H2, 6-31G, R = 1.4 bohr, ROHF triplet orbitals, M = 4
spin flips 8, Ms=0 determinants 16
ROHF triplet = -0.755967 hartree
SF-CIS ground = -1.133755, full CI = -1.151679 hartree
SF-CIS minus full CI = 0.017924 hartree = 0.4877 eV
SF-CIS ground <S^2> = 0.01162
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
